# Fitted elemental reference energies: rank, residual error and defect chemical-potential limits: a program that tests the result

```python
# Fitted elemental-phase reference energies (FERE): tests and worked example.
# Result under test: least squares on formation enthalpies fixes the elemental
# references mu_j only if the composition matrix has full column rank.
# Charge-balanced compounds with fixed oxidation states q leave mu + t*q free;
# this shift slides the chemical-potential region without changing enthalpies.
# Symbols: counts = atoms per formula unit, X = atomic fractions,
# h_exp, h_dft = "measured" and computed formation enthalpies (eV/atom),
# delta = mu_FERE - mu_DFT, s = residual standard deviation.
# All material data are invented round model parameters.
from fractions import Fraction
import numpy as np
import sympy as sp
from scipy.optimize import linprog, minimize
from scipy import constants

elements = ["A", "B", "C", "X", "Y"]
q = np.array([1, 2, 3, -2, -1], float)
mu_dft = np.array([-1.5, -1.7, -4.0, -5.0, -2.0])
data = [
    ("A2X", [2, 0, 0, 1, 0], -1.40, -1.10),
    ("BX", [0, 1, 0, 1, 0], -3.00, -2.64),
    ("C2X3", [0, 0, 2, 3, 0], -3.40, -2.90),
    ("AY", [1, 0, 0, 0, 1], -2.00, -1.78),
    ("BY2", [0, 1, 0, 0, 2], -2.60, -2.36),
    ("CY3", [0, 0, 1, 0, 3], -2.40, -2.08),
    ("ABY3", [1, 1, 0, 0, 3], -2.40, -2.15),
    ("BC2X4", [0, 1, 2, 4, 0], -3.32, -2.88),
    ("CX", [0, 0, 1, 1, 0], -3.00, -2.52),
    ("CY2", [0, 0, 1, 0, 2], -2.30, -2.03),
]
names = [d[0] for d in data]
counts = np.array([d[1] for d in data], float)
h_exp = np.array([d[2] for d in data])
h_dft = np.array([d[3] for d in data])
atoms = counts.sum(axis=1)
X = counts / atoms[:, None]
e_atom = h_dft + X @ mu_dft          # computed total energy per atom
E_fu = atoms * e_atom                # computed total energy per formula unit
b = h_dft - h_exp
m, n_el = X.shape
iB, iC, iX = 1, 2, 3
BX, C2X3, CX = names.index("BX"), names.index("C2X3"), names.index("CX")
BC2X4 = names.index("BC2X4")

# Full-rank fit by normal equations, against direct minimisation over mu
rank = np.linalg.matrix_rank(X)
assert rank == n_el
inv_normal = np.linalg.inv(X.T @ X)
delta = inv_normal @ X.T @ b
mu_fere = mu_dft + delta
direct = minimize(lambda mu: np.sum((e_atom - X @ mu - h_exp) ** 2),
                  mu_dft, method="BFGS", options={"gtol": 1e-9})
assert np.allclose(direct.x, mu_fere, atol=1e-4)  # finite-difference gradient

h_fit = e_atom - X @ mu_fere
residual = h_fit - h_exp
s = np.sqrt(residual @ residual / (m - rank))
leverage = np.diag(X @ inv_normal @ X.T)
loo = residual / (1 - leverage)
for i in range(m):
    keep = np.arange(m) != i
    d_i = np.linalg.lstsq(X[keep], b[keep], rcond=None)[0]
    assert abs((b[i] - X[i] @ d_i) - loo[i]) < 1e-10
assert abs(leverage.sum() - rank) < 1e-10

# An element W found in only one compound WX: leverage one, residual zero
X_aug = np.zeros((m + 1, n_el + 1))
X_aug[:m, :n_el] = X
X_aug[m, iX] = X_aug[m, n_el] = 0.5
for b_new in (0.35, 5.0):
    b_aug = np.append(b, b_new)
    d_aug = np.linalg.lstsq(X_aug, b_aug, rcond=None)[0]
    assert abs(b_new - X_aug[m] @ d_aug) < 1e-10
    assert np.allclose(d_aug[:n_el], delta, atol=1e-10)
hat_aug = X_aug @ np.linalg.pinv(X_aug)
assert abs(hat_aug[m, m] - 1) < 1e-10


def consistent_components(n_vertices, edges):
    """Components of the compound graph that admit a nonzero null vector."""
    v, total = {}, 0
    for start in range(n_vertices):
        if start in v:
            continue
        v[start], stack, consistent = Fraction(1), [start], True
        while stack:
            i = stack.pop()
            for a, na, c, nc in edges:
                for p, n_p, r, n_r in ((a, na, c, nc), (c, nc, a, na)):
                    if p != i:
                        continue
                    value = -v[i] * Fraction(n_p, n_r)
                    if r not in v:
                        v[r] = value
                        stack.append(r)
                    elif v[r] != value:
                        consistent = False
        total += consistent
    return total


# Graph rule for the rank of binary-compound sets, against exact elimination
rng = np.random.default_rng(7)
n_trials, full_rank_sets, deficient_sets = 200, 0, 0
for _ in range(n_trials):
    valence = [int(k) for k in rng.integers(1, 4, 6)]
    edges, rows = [], []
    for _ in range(int(rng.integers(4, 10))):
        cat, an = int(rng.integers(0, 3)), int(rng.integers(3, 6))
        n_cat, n_an = valence[an], valence[cat]
        if rng.random() < 0.15:
            n_cat, n_an = (int(k) for k in rng.integers(1, 4, 2))
        edges.append((cat, n_cat, an, n_an))
        row = [0] * 6
        row[cat], row[an] = n_cat, n_an
        rows.append(row)
    exact_rank = sp.Matrix(rows).rank()
    assert exact_rank == 6 - consistent_components(6, edges)
    full_rank_sets += exact_rank == 6
    deficient_sets += exact_rank < 6
assert full_rank_sets > 5 and deficient_sets > 5

# Charge-balanced subset: one null vector, answer depends on the energy zero
balanced = np.abs(counts @ q) < 1e-12
Xb = X[balanced]
null = sp.Matrix(counts[balanced].astype(int).tolist()).nullspace()
assert len(null) == 1
null_vec = np.array([float(k) for k in null[0]])
assert np.allclose(null_vec / null_vec[0], q / q[0])
rank_b = np.linalg.matrix_rank(Xb)
pinv_b = np.linalg.pinv(Xb, rcond=1e-10)
ref_from_delta = mu_dft + pinv_b @ b[balanced]
ref_from_mu = pinv_b @ (e_atom - h_exp)[balanced]
shift = ref_from_mu - ref_from_delta
t = shift @ q / (q @ q)
assert np.allclose(shift, t * q, atol=1e-10) and abs(t) > 0.01
assert np.allclose(Xb @ ref_from_mu, Xb @ ref_from_delta, atol=1e-10)
assert abs(X[CX] @ shift) > 0.01     # low-valent CX is not predicted uniquely


def support(direction, host, ref, rivals):
    """Largest direction.mu in the stability region of the host."""
    present = np.flatnonzero(counts[host])
    absent = np.flatnonzero(counts[host] == 0)
    use = [k for k in rivals if k != host and not counts[k][absent].any()]
    upper = counts[use][:, present] if use else None
    limit = E_fu[use] if use else None
    sol = linprog(-np.asarray(direction, float)[present], A_ub=upper,
                  b_ub=limit, A_eq=counts[[host]][:, present],
                  b_eq=[E_fu[host]], bounds=[(None, ref[j]) for j in present])
    assert sol.status == 0
    return -sol.fun


def window(j, host, ref, rivals=range(m)):
    unit = np.eye(n_el)[j]
    return -support(-unit, host, ref, rivals), support(unit, host, ref, rivals)


# Rigid translation of a ternary region bounded by balanced compounds
balanced_ids = np.flatnonzero(balanced)
for _ in range(12):
    c = rng.normal(size=n_el) * (counts[BC2X4] > 0)
    moved = (support(c, BC2X4, ref_from_mu, balanced_ids)
             - support(c, BC2X4, ref_from_delta, balanced_ids))
    assert abs(moved - t * (c @ q)) < 1e-6

# Binary host limited by elements on both sides
lo_dft, hi_dft = window(iX, BX, mu_dft)
lo_fere, hi_fere = window(iX, BX, mu_fere)
assert abs(hi_fere - hi_dft - delta[iX]) < 1e-7
assert abs(lo_fere - lo_dft + delta[iB]) < 1e-7
assert abs((hi_fere - lo_fere) + atoms[BX] * h_fit[BX]) < 1e-7
lo_measured = mu_fere[iX] + atoms[BX] * h_exp[BX]
mismatch = lo_fere - lo_measured
assert abs(mismatch - atoms[BX] * residual[BX]) < 1e-7

# Compound-compound limit: independent of references while CX is stable
c_lo_dft, c_hi_dft = window(iC, C2X3, mu_dft)
c_lo_fere, c_hi_fere = window(iC, C2X3, mu_fere)
vertex_C = 3 * E_fu[CX] - E_fu[C2X3]
assert abs(c_hi_dft - vertex_C) < 1e-7 and abs(c_hi_fere - vertex_C) < 1e-7
assert abs(c_lo_fere - c_lo_dft + 1.5 * delta[iX]) < 1e-7
low_C_ref = mu_dft.copy()
low_C_ref[iC] = vertex_C - 0.3       # elemental bound now cuts the vertex off
assert abs(window(iC, C2X3, low_C_ref)[1] - low_C_ref[iC]) < 1e-7

# Error propagation against repeated noisy fits
cov = s ** 2 * inv_normal
sd = np.sqrt(np.diag(cov))
n_host = counts[BX]
sd_width = np.sqrt(n_host @ cov @ n_host)
corr_limits = -cov[iB, iX] / (sd[iB] * sd[iX])
n_samples = 20000
noisy_b = (X @ delta)[:, None] + s * rng.normal(size=(m, n_samples))
fits = np.linalg.lstsq(X, noisy_b, rcond=None)[0]
mc_hi = mu_dft[iX] + fits[iX]
mc_lo = E_fu[BX] - mu_dft[iB] - fits[iB]
# sampling error of a standard deviation is about 0.5 percent here
assert np.allclose(fits.std(axis=1), sd, rtol=0.03)
assert abs((mc_hi - mc_lo).std() / sd_width - 1) < 0.03
assert abs(np.corrcoef(mc_hi, mc_lo)[0, 1] - corr_limits) < 0.03
mc_s2 = np.mean(np.sum((noisy_b - X @ fits) ** 2, axis=0)) / (m - rank)
assert abs(mc_s2 / s ** 2 - 1) < 0.03
sd_q = np.sqrt(q @ cov @ q)
sd_q_bound = s * (q @ q) / np.linalg.norm(X @ q)
assert (q @ fits).std() > 0.97 * sd_q_bound
assert sd_width < min(sd[iB], sd[iX])

# Neutral X vacancy in BX
removal = 12.0                       # E(defect cell) - E(host cell), eV
temperature = 1000.0
kT = constants.k * temperature / constants.e
vac = {"DFT": (removal + lo_dft, removal + hi_dft),
       "FERE": (removal + lo_fere, removal + hi_fere)}
factor_poor = np.exp(-(vac["FERE"][0] - vac["DFT"][0]) / kT)
factor_rich = np.exp(-(vac["FERE"][1] - vac["DFT"][1]) / kT)
hartree = constants.physical_constants["Hartree energy in eV"][0]
singular = np.linalg.svd(X, compute_uv=False)

print("enthalpies, residual r, leave-one-out error: eV/atom")
print("name    h_exp   h_DFT   h_fit       r  leverage  LOO")
for i in range(m):
    print(f"{names[i]:6s} {h_exp[i]:6.2f}  {h_dft[i]:6.2f} {h_fit[i]:8.4f}"
          f" {residual[i]:8.4f} {leverage[i]:6.3f} {loo[i]:8.4f}")
print("element: charge q (e); mu_DFT, delta, mu_FERE, sd (eV)")
for j in range(n_el):
    print(f"{elements[j]}: {q[j]:+.0f}; {mu_dft[j]:.2f}, {delta[j]:.4f},"
          f" {mu_fere[j]:.4f}, {sd[j]:.4f}")
print(f"compounds, elements, rank: {m}, {n_el}, {rank}")
print(f"balanced compounds, their rank: {balanced.sum()}, {rank_b}")
print("singular values of X:", " ".join(f"{k:.4f}" for k in singular))
print(f"rms of h_DFT - h_exp: {np.sqrt(np.mean(b**2)):.4f} eV/atom")
print(f"rms fit residual: {np.sqrt(np.mean(residual**2)):.4f} eV/atom")
print(f"residual standard deviation s: {s:.4f} eV/atom")
print(f"rms leave-one-out error: {np.sqrt(np.mean(loo**2)):.4f} eV/atom")
print(f"sd of q.delta: {sd_q:.4f} eV; lower bound {sd_q_bound:.4f} eV")
print(f"random sets: {n_trials}; full rank {full_rank_sets},"
      f" deficient {deficient_sets}")
print(f"balanced set, shift t between two solvers: {t:.4f} eV")
print(f"resulting shift of mu_X: {shift[iX]:.4f} eV")
print(f"E(BX), E(C2X3), E(CX): {E_fu[BX]:.2f}, {E_fu[C2X3]:.2f},"
      f" {E_fu[CX]:.2f} eV/f.u.")
print(f"BX, mu_X range, DFT refs: {lo_dft:.4f} to {hi_dft:.4f} eV")
print(f"BX, mu_X range, FERE: {lo_fere:.4f} to {hi_fere:.4f} eV")
print(f"BX, width, DFT and FERE: {hi_dft-lo_dft:.4f},"
      f" {hi_fere-lo_fere:.4f} eV")
print(f"BX, sd of lower end, upper end: {sd[iB]:.4f}, {sd[iX]:.4f} eV")
print(f"BX, sd of width: {sd_width:.4f} eV")
print(f"BX, correlation of the two ends: {corr_limits:.3f}")
print(f"BX, mismatch if h_exp is used: {mismatch:.4f} eV/f.u.")
print(f"C2X3, mu_C range, DFT refs: {c_lo_dft:.4f} to {c_hi_dft:.4f} eV")
print(f"C2X3, mu_C range, FERE: {c_lo_fere:.4f} to {c_hi_fere:.4f} eV")
print(f"vacancy removal energy: {removal:.1f} eV")
for label, (poor, rich) in vac.items():
    print(f"vacancy E_f, {label}: X-poor {poor:.4f}, X-rich {rich:.4f} eV")
print(f"FERE X-rich vacancy E_f: {vac['FERE'][1]/hartree:.5f} hartree")
print(f"T = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"concentration ratio FERE/DFT, X-poor: {factor_poor:.3g}")
print(f"concentration ratio FERE/DFT, X-rich: {factor_rich:.3g}")
print("all tests passed")
```

Running it gives:

```
enthalpies, residual r, leave-one-out error: eV/atom
name    h_exp   h_DFT   h_fit       r  leverage  LOO
A2X     -1.40   -1.10  -1.4025  -0.0025  0.676  -0.0078
BX      -3.00   -2.64  -3.0033  -0.0033  0.695  -0.0107
C2X3    -3.40   -2.90  -3.3962   0.0038  0.564   0.0088
AY      -2.00   -1.78  -2.0037  -0.0037  0.393  -0.0061
BY2     -2.60   -2.36  -2.5980   0.0020  0.398   0.0034
CY3     -2.40   -2.08  -2.3854   0.0146  0.481   0.0282
ABY3    -2.40   -2.15  -2.3823   0.0177  0.235   0.0232
BC2X4   -3.32   -2.88  -3.3382  -0.0182  0.340  -0.0275
CX      -3.00   -2.52  -2.9789   0.0211  0.759   0.0878
CY2     -2.30   -2.03  -2.3317  -0.0317  0.459  -0.0586
element: charge q (e); mu_DFT, delta, mu_FERE, sd (eV)
A: +1; -1.50, 0.1311, -1.3689, 0.0601
B: +2; -1.70, 0.0812, -1.6188, 0.1164
C: +3; -4.00, 0.2724, -3.7276, 0.1352
X: -2; -5.00, 0.6453, -4.3547, 0.1074
Y: -1; -2.00, 0.3163, -1.6837, 0.0573
compounds, elements, rank: 10, 5, 5
balanced compounds, their rank: 8, 4
singular values of X: 1.5492 1.2793 0.8342 0.6615 0.0992
rms of h_DFT - h_exp: 0.3518 eV/atom
rms fit residual: 0.0154 eV/atom
residual standard deviation s: 0.0217 eV/atom
rms leave-one-out error: 0.0368 eV/atom
sd of q.delta: 0.9499 eV; lower bound 0.6870 eV
random sets: 200; full rank 42, deficient 158
balanced set, shift t between two solvers: 0.2579 eV
resulting shift of mu_X: -0.5158 eV
E(BX), E(C2X3), E(CX): -11.98, -37.50, -14.04 eV/f.u.
BX, mu_X range, DFT refs: -10.2800 to -5.0000 eV
BX, mu_X range, FERE: -10.3612 to -4.3547 eV
BX, width, DFT and FERE: 5.2800, 6.0065 eV
BX, sd of lower end, upper end: 0.1164, 0.1074 eV
BX, sd of width: 0.0362 eV
BX, correlation of the two ends: 0.951
BX, mismatch if h_exp is used: -0.0065 eV/f.u.
C2X3, mu_C range, DFT refs: -11.2500 to -4.6200 eV
C2X3, mu_C range, FERE: -12.2180 to -4.6200 eV
vacancy removal energy: 12.0 eV
vacancy E_f, DFT: X-poor 1.7200, X-rich 7.0000 eV
vacancy E_f, FERE: X-poor 1.6388, X-rich 7.6453 eV
FERE X-rich vacancy E_f: 0.28096 hartree
T = 1000 K, kT = 0.08617 eV
concentration ratio FERE/DFT, X-poor: 2.57
concentration ratio FERE/DFT, X-rich: 0.000559
all tests passed
```
